# LO-TO splitting of in-plane phonons in a polar monolayer, part 1

(Sections cited here and not found follow in the second part.)

## A number to explain

A model honeycomb layer of two ions, specified in the worked example, has its longitudinal (LO) and transverse (TO) in-plane optical phonons at the same frequency at the zone centre, 945.1 cm$^{-1}$. At the wave vectors $q=0.00202$, $0.00606$, $0.0202$ and $0.0606$ bohr$^{-1}$ the TO mode stays between 945.1 and 952.0 cm$^{-1}$, while the LO mode climbs to 966.7, 998.9, 1058.0 and 1111.7 cm$^{-1}$. The first step in $q$ buys 21.6 cm$^{-1}$, and a wave vector thirty times larger buys fewer than eight times as much. An infinite stack of the same layers, 10 bohr apart, keeps $\omega_{LO}^2-\omega_{TO}^2=8.58\times10^{-6}$ Ha$^2$ as $q\to0$. The single layer has no splitting at $q=0$, a steep linear rise, and a gradual flattening of that rise, and each of the three needs a reason.

## Setting and conventions

Hartree atomic units are used, so two charges interact as $Z_1Z_2/d$. The layer is an insulator in the plane $z=0$, with lattice constant $a$, cell area $A$, and two ions per cell, a cation $+$ and an anion $-$, of masses $m_\pm$ and reduced mass $\mu=m_+m_-/(m_++m_-)$. The plane is a mirror plane, so in-plane and out-of-plane motions decouple, and a 3- or 4-fold axis normal to the layer, together with the vertical mirror planes that a planar two-ion cell with such an axis has, makes every in-plane second-rank tensor a scalar at $q=0$ (the axis alone would still allow an antisymmetric part). The motion is harmonic and the electrons follow adiabatically. Fields vary as $e^{i\mathbf q\cdot\mathbf x-i\omega t}$, with $q=|\mathbf q|$ and $\hat{\mathbf q}=\mathbf q/q$.

Three constants are defined at $q=0$ through the macroscopic in-plane field $\mathbf E$ and the relative displacement $\mathbf w=\mathbf u_+-\mathbf u_-$. The Born charge $Z^*$ is the dipole per cell per unit $\mathbf w$ at $\mathbf E=0$. The sheet polarizability $\alpha$, a length, is the dipole per area per unit $\mathbf E$ at clamped ions. The frequency $\omega_T$ is that of the optical doublet at $\mathbf E=0$.

## The field of a polarized sheet

Let the layer carry a dipole per area $\mathbf P e^{i\mathbf q\cdot\mathbf x}$ and be thin compared with $1/q$. The bound charge per area is minus the in-plane divergence, $\sigma=-i\mathbf q\cdot\mathbf P$. Let the half spaces below and above have frequency-independent dielectric constants $\epsilon_1$ and $\epsilon_2$. Retardation is neglected for now, so
$$-\nabla\cdot(\epsilon\nabla\phi)=4\pi\sigma\,\delta(z)\,e^{i\mathbf q\cdot\mathbf x}.$$
Off the plane this reads $\phi''=q^2\phi$, and the continuous decaying solution is $\phi=\phi_0e^{-q|z|}$. Integrating across $z=0$ gives $-[\epsilon_2\phi'(0^+)-\epsilon_1\phi'(0^-)]=4\pi\sigma$. Since $\phi'(0^\pm)=\mp q\phi_0$, the left side is $(\epsilon_1+\epsilon_2)q\phi_0$, and
$$\phi_0=\frac{2\pi\sigma}{\epsilon_{env}\,q},\qquad \epsilon_{env}=\frac{\epsilon_1+\epsilon_2}{2}.$$
The in-plane field is $\mathbf E=-i\mathbf q\phi_0$. The two factors $-i$ multiply to $-1$:
$$\mathbf E=-\frac{2\pi q}{\epsilon_{env}}\,\hat{\mathbf q}\,(\hat{\mathbf q}\cdot\mathbf P).\tag{1}$$
A transverse polarization makes no charge and no field. A longitudinal one makes an opposing field proportional to $q$.

In a bulk crystal the same steps give $q^2\phi=4\pi\rho$ with $\rho=-i\mathbf q\cdot\mathbf P_{3D}$, hence $\mathbf E=-4\pi\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P_{3D})$, independent of $q$. The difference is geometric. In the bulk the bound charge forms infinite planes, whose field does not decay with distance. In the sheet it forms lines, whose field spreads over a height of order $1/q$ on each side, as if the dipole per area $P$ were diluted to a bulk polarization $P/(2/q)$; indeed $4\pi\cdot qP/2=2\pi qP$.

## Closing the equations

To second order in $\mathbf w$ and $\mathbf E$, the electric enthalpy per cell is
$$\mathcal H=\tfrac12\mu\omega_T^2w^2-Z^*\mathbf w\cdot\mathbf E-\tfrac12A\alpha E^2 .$$
Newton's law $\mu\ddot{\mathbf w}=-\partial\mathcal H/\partial\mathbf w$ and the definition $A\mathbf P=-\partial\mathcal H/\partial\mathbf E$ give
$$\mu(\omega_T^2-\omega^2)\mathbf w=Z^*\mathbf E,\qquad \mathbf P=\frac{Z^*}{A}\mathbf w+\alpha\mathbf E .\tag{2}$$
The same $Z^*$ appears in both because both come from one cross term. The $q=0$ constants are used at finite $q$, which requires $qa\ll1$, and a substrate is assumed to leave them unchanged.

For $\mathbf w\perp\mathbf q$, equation (1) gives $\mathbf E=0$ and $\omega_{TO}=\omega_T$. For $\mathbf w\parallel\mathbf q$ put $\beta=2\pi q/\epsilon_{env}$. Then $E=-\beta(Z^*w/A+\alpha E)$, so
$$E=-\frac{\beta}{1+\beta\alpha}\,\frac{Z^*w}{A}.$$
Inserting this in the first of (2), cancelling $w$ and multiplying numerator and denominator by $\epsilon_{env}$,
$$\omega_{LO}^2-\omega_{TO}^2=\frac{S\,q}{\epsilon_{env}+rq},\qquad S=\frac{2\pi Z^{*2}}{A\mu},\qquad r=2\pi\alpha .\tag{3}$$
The sign is positive because the field opposes the displacement that made it. The length $r$ is the screening length: an external longitudinal field $E_{ext}$ on clamped ions in vacuum obeys $E=E_{ext}-2\pi q\alpha E$, so the layer's dielectric function is $E_{ext}/E=1+rq$.

## Limits of the law

Take $\epsilon_{env}=1$ unless stated.

For $rq\ll1$ the splitting in $\omega^2$ is $Sq$. It vanishes at the zone centre, and since it depends on $|\mathbf q|$ it is a cone with a kink there, with a slope independent of direction. When also $Sq\ll\omega_T^2$, expanding the square root gives $\omega_{LO}-\omega_{TO}\simeq Sq/(2\omega_T)$.

For $rq\gg1$ it tends to the plateau $S/r=Z^{*2}/(A\mu\alpha)$. The total polarization is $P=-E/\beta=(Z^*w/A)/(1+rq)$, which goes to zero: the electrons cancel the ionic polarization, and the field settles at the value $-Z^*w/(A\alpha)$ needed to make them do so. That value does not involve $q$ or the surroundings. With a substrate the plateau is unchanged, the slope falls to $S/\epsilon_{env}$, and the crossover moves to $q=\epsilon_{env}/r$.

The fraction of the plateau reached is $rq/(1+rq)$. It is one half at $rq=1$ and three quarters at $rq=3$, and the shortfall $1/(1+rq)$ decays only as $1/q$. The condition $rq=1$ marks the middle of a broad crossover, and it refers to $\omega^2$, not $\omega$. A plateau needs $rq\gg1$ together with at least $qa\ll1$, so it exists only if $r\gg a$.

In a static field the first of (2) gives $w=Z^*E/(\mu\omega_T^2)$, so the relaxed-ion polarizability is $\alpha+Z^{*2}/(A\mu\omega_T^2)$ and the static screening length is $r_0=r+S/\omega_T^2$. Dividing (3) by $\omega_T^2$ and adding one,
$$\frac{\omega_{LO}^2}{\omega_T^2}=\frac{1+rq+Sq/\omega_T^2}{1+rq}=\frac{1+r_0q}{1+rq},$$
the Lyddane-Sachs-Teller relation with the layer's static and clamped-ion dielectric functions, both of which tend to 1 as $q\to0$.

Free carriers are excluded throughout: they add a screening channel that $\alpha$ does not describe.

## The kink in the dipole lattice sum

The macroscopic argument assumes that short-range forces and local fields hide entirely in $Z^*$, $\alpha$ and $\omega_T$. A lattice of point charges and point dipoles shows how. A dipole $\mathbf p$ at in-plane position $\mathbf d$ makes the field $T(\mathbf d)\mathbf p$ at the origin, with $T_{ij}=\partial_i\partial_j(1/d)=(3\hat d_i\hat d_j-\delta_{ij})/d^3$. For dipoles $\mathbf p_te^{i\mathbf q\cdot\mathbf x}$ on sublattice $t$, with the phase taken at the true ion position, the field amplitude on sublattice $s$ is $T_{st}(\mathbf q)\mathbf p_t$, where
$$T_{st}(\mathbf q)={\sum_{\mathbf R}}'\,T(\mathbf d)\,e^{i\mathbf q\cdot\mathbf d},\qquad \mathbf d=\mathbf R+\boldsymbol\tau_t-\boldsymbol\tau_s ,$$
and the prime omits $\mathbf d=0$.

Split $1/d=\mathrm{erfc}(\eta d)/d+\mathrm{erf}(\eta d)/d$. The first part decays as a Gaussian, so its lattice sum is analytic in $\mathbf q$. For the second, write $\mathrm{erf}(\eta d)/d=(2/\sqrt\pi)\int_0^\eta e^{-\nu^2d^2}d\nu$. The plane Fourier transform of the Gaussian is $(\pi/\nu^2)e^{-k^2/4\nu^2}$, and the substitution $y=k/2\nu$, $d\nu/\nu^2=-(2/k)\,dy$, gives
$$\frac{4\sqrt\pi}{k}\int_{k/2\eta}^\infty e^{-y^2}dy=\frac{2\pi}{k}\,\mathrm{erfc}\frac{k}{2\eta}.$$
The two derivatives supply $-k_ik_j$. Poisson summation over $\mathbf R$ turns the smooth part into
$$-\frac{2\pi}{A}\sum_{\mathbf G}\frac{k_ik_j}{k}\,\mathrm{erfc}\frac{k}{2\eta}\;e^{-i\mathbf G\cdot(\boldsymbol\tau_t-\boldsymbol\tau_s)},\qquad\mathbf k=\mathbf q+\mathbf G,$$
minus the $\mathbf d=0$ term, which is a constant. Terms with $\mathbf G\ne0$ are analytic for $q<|\mathbf G|$. In the $\mathbf G=0$ term the phase is 1, and $\mathrm{erfc}=1-\mathrm{erf}$, where $\mathrm{erf}(q/2\eta)/q$ is a power series in $q^2$. Only the 1 is non-analytic:
$$T_{st}(\mathbf q)=T^{an}_{st}(\mathbf q)-x\,\hat{\mathbf q}\hat{\mathbf q},\qquad x=\frac{2\pi q}{A},\tag{4}$$
with the same kink for every pair $s,t$. It is the field (1) of a dipole per area $\mathbf p/A$.

## Exact screening of the kink

Let the ions carry rigid charges $Z_\pm=\pm Z$, be joined by short-range springs with force-constant matrix $R(\mathbf q)$, and let the anion have an electronic dipole $\mathbf p$ with point polarizability $\alpha_0$. The static field at each site vanishes by symmetry. Displacing charge $Z_t$ by $\mathbf u_t$ creates the dipole $Z_t\mathbf u_t$, and displacing the observing ion by $\mathbf u_s$ is the same as displacing all others by $-\mathbf u_s$. The field at ion $s$ is therefore $(Fu)_s$ with
$$F_{st}=T_{st}(\mathbf q)Z_t-\delta_{st}\sum_{t'}T_{st'}(0)Z_{t'},$$
which vanishes for a rigid translation. With $u=(\mathbf u_+,\mathbf u_-)$, $\mathsf Z=\mathrm{diag}(Z_s)$, $F_-$ the anion row of $F$ and $M=\alpha_0^{-1}-T_{--}(\mathbf q)$, the quadratic form that fixes the force constants is
$$U=\tfrac12u^\dagger(R-\mathsf ZF)u+\tfrac12\mathbf p^\dagger M\mathbf p-\mathrm{Re}\,\mathbf p^\dagger F_-u .$$
Adiabatic electrons make $U$ stationary in $\mathbf p$, so $\mathbf p=M^{-1}F_-u$ and $U=\tfrac12u^\dagger\Phi u$ with $\Phi=R-\mathsf ZF-F_-^\dagger M^{-1}F_-$. The squared frequencies are the eigenvalues of $\Phi_{st}/\sqrt{m_sm_t}$.

Insert (4), noting that the kink is zero in the $T(0)$ terms. With the ionic dipole $\mathbf d_{ion}=\sum_sZ_s\mathbf u_s$, the three terms of $U$ gain $\tfrac12x|\hat{\mathbf q}\cdot\mathbf d_{ion}|^2$, $\tfrac12x|\hat{\mathbf q}\cdot\mathbf p|^2$ and $x\,\mathrm{Re}[(\hat{\mathbf q}\cdot\mathbf p)^*(\hat{\mathbf q}\cdot\mathbf d_{ion})]$. They form a square:
$$U=U^{an}+\tfrac12x|\Pi|^2,\qquad\Pi=\hat{\mathbf q}\cdot(\mathbf d_{ion}+\mathbf p).$$
Write $\mathbf p=\mathbf p_0+\boldsymbol\delta$, where $\mathbf p_0=M_{an}^{-1}F^{an}_-u$ is the stationary point of $U^{an}$, so that $U^{an}=\tfrac12u^\dagger\Phi^{an}u+\tfrac12\boldsymbol\delta^\dagger M_{an}\boldsymbol\delta$. Define the dressed longitudinal dipole and the longitudinal polarizability by
$$z^\dagger u=\hat{\mathbf q}\cdot(\mathbf d_{ion}+\mathbf p_0),\qquad A\alpha_L(\mathbf q)=\hat{\mathbf q}\cdot M_{an}^{-1}\hat{\mathbf q}.$$
Stationarity in $\boldsymbol\delta$ gives $M_{an}\boldsymbol\delta+x\Pi\hat{\mathbf q}=0$, so $\boldsymbol\delta=-x\Pi M_{an}^{-1}\hat{\mathbf q}$. Then $\Pi=z^\dagger u-xA\alpha_L\Pi$, or $\Pi=z^\dagger u/(1+xA\alpha_L)$. The added energy is $\tfrac12x^2A\alpha_L|\Pi|^2+\tfrac12x|\Pi|^2=\tfrac12x|z^\dagger u|^2/(1+xA\alpha_L)$. With $xA=2\pi q$,
$$\Phi(\mathbf q)=\Phi^{an}(\mathbf q)+\frac{2\pi q}{A}\,\frac{z\,z^\dagger}{1+2\pi q\,\alpha_L(\mathbf q)} .\tag{5}$$
This is exact within the model wherever $M_{an}$ is invertible. In the worked example $M$ stays positive, but $M_{an}$ becomes singular between $q=0.1$ and $0.2$ bohr$^{-1}$, and $\alpha_L$ exceeds its $q=0$ value by 13% at $q=0.05$ and by 81 to 82%, depending on direction, at $q=0.1$ bohr$^{-1}$; $\Phi^{an}$ is therefore analytic only in a neighbourhood of the zone centre.

The macroscopic argument gives the splitting law (3), and the point-dipole lattice gives the exact screened form (5) of the non-analytic term in the force constants. It remains to project (5) on the optical doublet to recover (3) and size its corrections, to test the law numerically, and to treat stacks of layers and retardation.

Numbers in the example were calculated in double precision.
